\section*{Why the electron g-factor in InSb is near minus 50}

\section{What the number measures}

\textbf{Q.} I measure the spin splitting of conduction electrons in InSb and extract a g-factor of roughly $-50$. A free electron has $+2$. How can a crystal change the moment of a spin by so much, and reverse it?

\textbf{A.} It leaves the spin moment alone. The splitting measures the total magnetic moment of the state, and a Bloch electron can also carry an orbital moment. Let the electron have charge $-e$, with $e>0$, and let $\mu_B=e\hbar/2m$, where $m$ is the free-electron mass. We define $g$ by the Zeeman energy
\begin{equation}
H_Z=\tfrac12 g\mu_B\,\mathbf B\cdot\boldsymbol\sigma .
\label{zeeman}
\end{equation}
With positive $g$ the spin-up state is the higher one for $\mathbf B$ along $+z$; in InSb it is the lower one.

Take a wave packet centred at $\mathbf r_c$ and the vector potential $\mathbf A=\frac12\mathbf B\times(\mathbf r-\mathbf r_c)$. The kinetic energy is $(\mathbf p+e\mathbf A)^2/2m$. Since $\nabla\cdot\mathbf A=0$, its linear term is $(e/m)\mathbf A\cdot\mathbf p$, and the triple product can be rearranged:
\begin{equation}
\frac em\mathbf A\cdot\mathbf p=\frac{e}{2m}\mathbf B\cdot\mathbf L,
\qquad \mathbf L=(\mathbf r-\mathbf r_c)\times\mathbf p .
\end{equation}
The term in $B^2$ is dropped, because we let $B\to0$ at fixed packet size. The spin adds $(e/m)\mathbf B\cdot\mathbf S$ if we take its free g-factor as 2, neglecting the anomaly of about 0.1\,\%. We also neglect the small spin-orbit correction to the velocity, so that $\mathbf p/m$ is the velocity at $B=0$.

For a spin-up packet and $\mathbf B$ along $z$, the energy linear in $B$ is therefore $\mu_BB(L_z/\hbar+1)$, where $L_z$ now denotes the expectation value. Equation~\eqref{zeeman} gives $\frac12g\mu_BB$ for the same state, so
\begin{equation}
g=2+\frac{2L_z}{\hbar}.
\label{gL}
\end{equation}

\textbf{Q.} Is one number $L_z$ enough? There are two spin states and three field directions.

\textbf{A.} Yes, by symmetry. Within the conduction doublet each component of $\mathbf L$ is a $2\times2$ matrix, a combination of the unit matrix and the $\sigma_i$. Time reversal changes the sign of $\mathbf L$ and $\boldsymbol\sigma$ but not of the unit matrix, which is thus excluded. Cubic symmetry then leaves $\mathbf L=\lambda\boldsymbol\sigma$ with one constant $\lambda$, which is the $L_z$ of the spin-up state.

\section{An s-like state that rotates}

\textbf{Q.} But the conduction edge of InSb is s-like. An s orbital has no angular momentum.

\textbf{A.} At exactly $\mathbf k=0$ the periodic function is indeed s-like. A packet, however, contains a range of $\mathbf k$, and the periodic function changes with $\mathbf k$. We need a model for that change.

The Kane model keeps eight functions at $\mathbf k=0$: an s-like function $S$ and three p-like functions $X,Y,Z$, each with spin up or down. A state at wavevector $\mathbf k$ is $e^{i\mathbf k\cdot\mathbf r}$ times a combination of these, described by a column $u(\mathbf k)$ of eight coefficients. It is an eigenvector of
\begin{equation}
H(\mathbf k)=H_0+\frac{\hbar}{m}\mathbf k\cdot\mathbf p+\frac{\hbar^2k^2}{2m},
\label{kp}
\end{equation}
where $\mathbf p$ is now the matrix of the momentum between the eight functions, and $H_0$ holds their energies and the spin-orbit coupling. All other bands are neglected.

Let the packet have the column $f(\mathbf k)=a(\mathbf k)u(\mathbf k)$, with $a$ real, even and narrow around $\mathbf k=0$. Within the conduction doublet we choose the $u(\mathbf k)$ whose $S\!\downarrow$ component vanishes and whose $S\!\uparrow$ component is real and positive. Reversing $\mathbf k$ then only changes the sign of the p-like components, so $u^\dagger i\nabla_{\mathbf k}u$ is odd in $\mathbf k$ and the packet is centred at $\mathbf r_c=0$. The eight basis functions do not depend on $\mathbf k$. We can therefore write $\mathbf r\,e^{i\mathbf k\cdot\mathbf r}=-i\nabla_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and integrate by parts: position acts on $f$ as $i\nabla_{\mathbf k}$. Momentum acts as $\hbar\mathbf k+\mathbf p$. With $\partial_x=\partial/\partial k_x$,
\begin{equation}
L_z=\mathrm{Re}\int d^3k\,(i\partial_xf)^\dagger(\hbar k_y+p_y)f-(x\leftrightarrow y).
\label{Lpacket}
\end{equation}
The derivative has two parts, $i(\partial_xa)u+ia\,\partial_xu$. The first contributes $-i(\partial_xa)a$ times the expectation value of a Hermitian matrix. That is imaginary, so its real part vanishes: the envelope itself does not rotate.

In the second part $a^2$ is normalized and narrow, so everything else may be evaluated at $\mathbf k=0$. There $u$ is the pure $S\!\uparrow$ state, called $c$, and $p_y|c\rangle$ contains p-like functions alone. Hence we need just the component of $\partial_xu$ outside the conduction doublet; call it $\eta_x$. First-order perturbation theory in \eqref{kp} gives
\begin{equation}
|\eta_x\rangle=\frac{\hbar}{m}\sum_n|n\rangle\frac{\langle n|p_x|c\rangle}{E_c-E_n},
\label{eta}
\end{equation}
with $n$ running over the six valence states. Define
\begin{equation}
T_{ij}=\sum_n\frac{\langle c|p_i|n\rangle\langle n|p_j|c\rangle}{E_c-E_n}.
\end{equation}
Equation~\eqref{Lpacket} becomes $L_z=(\hbar/m)\,\mathrm{Re}(-iT_{xy}+iT_{yx})$. Since $T_{yx}=T_{xy}^*$, the bracket is already real, and
\begin{equation}
L_z=-\frac{i\hbar}{m}(T_{xy}-T_{yx}).
\label{LT}
\end{equation}

This is the Bloch orbital moment. To see its usual form, note from \eqref{eta} that $(H_0-E_c)|\eta_y\rangle=-(\hbar/m)p_y|c\rangle$. Replacing $p_y|c\rangle$, and likewise $p_x|c\rangle$, gives
\begin{equation}
L_z=\frac{im}{\hbar}\left[\langle\eta_x|(H_0-E_c)|\eta_y\rangle-\langle\eta_y|(H_0-E_c)|\eta_x\rangle\right],
\end{equation}
and the magnetic moment is $M_z=-(e/2m)L_z$. It depends on how the Bloch function turns with $\mathbf k$, not on the angular momentum of the function at one $\mathbf k$.

\textbf{Q.} If I make the packet wider in space, its range of $\mathbf k$ shrinks and the p-like admixture disappears. Why does $L_z$ survive?

\textbf{A.} The admixture falls as one over the packet width, but the lever arm grows with the width. We can see where the motion takes place. In real space $\mathbf k$ acts on the envelope $F$ as $-i\nabla$, so an envelope $F(x,y)$, real and normalized, carries $F|c\rangle-i(\partial F/\partial x)|\eta_x\rangle-i(\partial F/\partial y)|\eta_y\rangle$ to first order. Averaged over a unit cell, the $y$ momentum density is
\begin{equation}
2F\,\mathrm{Re}\!\left[-i\frac{\hbar}{m}\left(T_{yx}\frac{\partial F}{\partial x}+T_{yy}\frac{\partial F}{\partial y}\right)\right]
=-\frac{L_z}{2}\frac{\partial F^2}{\partial x}.
\end{equation}
Here $T_{yy}$ is real and drops out, while \eqref{LT} gives $(\hbar/m)\mathrm{Re}(-iT_{yx})=-L_z/2$. Multiplying by $x$ and integrating by parts yields $L_z/2$; the $x$ momentum supplies the other half. The flow runs around the flanks of the packet, and its total angular momentum does not depend on the width, provided the packet is wide enough for first order in $\mathbf k$ to suffice.

\textbf{Q.} In my magnet the electron is in a Landau level, not in a packet that I prepared. Is the splitting the same?

\textbf{A.} At low field it is. In a field, $\hbar\mathbf k$ in \eqref{kp} is replaced by $\boldsymbol\pi=\mathbf p+e\mathbf A$, acting on slowly varying envelopes. For energies near $E_c$ the valence envelopes follow the conduction envelope $\varphi_c$:
\begin{equation}
\varphi_n\simeq\frac{1}{m}\sum_j\frac{\langle n|p_j|c\rangle}{E_c-E_n}\,\pi_j\varphi_c .
\label{fold}
\end{equation}
Inserting this in the conduction equation adds $m^{-2}\sum_{ij}T_{ij}\pi_i\pi_j$ to its Hamiltonian. The components of $\boldsymbol\pi$ do not commute:
\begin{equation}
[\pi_x,\pi_y]=-i\hbar e\left(\frac{\partial A_y}{\partial x}-\frac{\partial A_x}{\partial y}\right)=-i\hbar eB .
\end{equation}
Writing $\pi_i\pi_j$ as half its anticommutator plus half its commutator, we find the commutator part
\begin{equation}
\frac{1}{2m^2}(T_{xy}-T_{yx})(-i\hbar eB)=\frac{e}{2m}BL_z ,
\end{equation}
by \eqref{LT}. This is the orbital energy of the packet. The anticommutator part changes the mass, to which we return below.

\section{Two senses of rotation}

\textbf{Q.} Then what fixes the sign and size of $L_z$?

\textbf{A.} A competition between two senses of rotation. Let $p_\pm=p_x\pm ip_y$. Because $p_-$ is the adjoint of $p_+$,
\begin{align}
|\langle n|p_+|c\rangle|^2&=\langle c|p_x-ip_y|n\rangle\langle n|p_x+ip_y|c\rangle,\\
|\langle n|p_-|c\rangle|^2&=\langle c|p_x+ip_y|n\rangle\langle n|p_x-ip_y|c\rangle .
\end{align}
On subtraction the $xx$ and $yy$ products cancel, and the cross products give $2i$ times the combination in $T_{xy}-T_{yx}$. With the prefactor $-(i\hbar/m)/(2i)=-\hbar/2m$,
\begin{equation}
L_z=-\frac{\hbar}{2m}\sum_n\frac{|\langle n|p_+|c\rangle|^2-|\langle n|p_-|c\rangle|^2}{E_c-E_n}.
\label{circular}
\end{equation}

Next we need the strengths. Cubic symmetry leaves one constant: $\langle X|p_x|S\rangle=\langle Y|p_y|S\rangle=\langle Z|p_z|S\rangle=-ip_0$, with $p_0$ real by choice of phase, and all other elements between $S$ and the p-like functions vanish. Thus
\begin{equation}
p_\pm|S\rangle=-ip_0(|X\rangle\pm i|Y\rangle)=-i\sqrt2\,p_0|\pm\rangle,
\qquad |\pm\rangle=\frac{|X\rangle\pm i|Y\rangle}{\sqrt2}.
\end{equation}
Each channel has total strength $2p_0^2=mE_p$, where $E_p=2p_0^2/m$ is the Kane energy.

\textbf{Q.} So the two channels are equally strong. Why do they not cancel?

\textbf{A.} Without spin-orbit coupling they do, because all valence states then have the same energy. Spin-orbit coupling separates them. The p-like functions behave as a unit angular momentum $\mathbf l$, and the coupling is $(2D/3)\,\mathbf l\cdot\mathbf S/\hbar^2$. From $\mathbf l\cdot\mathbf S=\frac12(\mathbf J^2-\mathbf l^2-\mathbf S^2)$ we obtain
\begin{equation}
\frac{\mathbf l\cdot\mathbf S}{\hbar^2}=
\begin{cases}
\frac12\left(\frac{15}{4}-2-\frac34\right)=\frac12,& j=\frac32,\\[2pt]
\frac12\left(\frac34-2-\frac34\right)=-1,& j=\frac12 .
\end{cases}
\end{equation}
The levels lie at $D/3$ and $-2D/3$, so $D$ is their separation. The fourfold level $j=3/2$ is called $\Gamma_8$, the twofold level $j=1/2$ is $\Gamma_7$. The gap $E_g$ is measured from $\Gamma_8$ to the conduction edge, which makes the denominators in \eqref{circular} $E_g$ and $E_g+D$.

The state $|+\rangle\!\uparrow$ has $m_j=1+\frac12=\frac32$. No $j=1/2$ state has this value, so the whole $p_+$ strength goes to $\Gamma_8$. The state $|-\rangle\!\uparrow$ has $m_j=-\frac12$, which occurs in both levels. Let $w$ be its weight in $\Gamma_8$. In this state the expectation value of $\mathbf l\cdot\mathbf S/\hbar^2$ comes from $l_zS_z$ and is $(-1)(\frac12)=-\frac12$, since the remaining terms flip the spin. Therefore
\begin{equation}
\tfrac12w-(1-w)=-\tfrac12\quad\Rightarrow\quad w=\tfrac13 .
\end{equation}
One third of the $p_-$ strength stays at $\Gamma_8$, and two thirds move to $\Gamma_7$. Equation~\eqref{circular} gives
\begin{align}
L_z&=-\frac{\hbar E_p}{2}\left[\frac1{E_g}-\frac1{3E_g}-\frac{2}{3(E_g+D)}\right]\nonumber\\
&=-\frac{\hbar E_p}{3}\left[\frac1{E_g}-\frac1{E_g+D}\right]
=-\frac{\hbar E_p}{3}\frac{D}{E_g(E_g+D)} .
\label{Lfinal}
\end{align}
With \eqref{gL} this is the Roth formula,
\begin{equation}
g=2-\frac{2E_pD}{3E_g(E_g+D)} .
\label{roth}
\end{equation}

\textbf{Q.} I follow the algebra, but why does the stronger channel turn backwards? It involves $|+\rangle$, which carries positive angular momentum.

\textbf{A.} Because the valence states lie below the conduction state. The interband displacement is $\mathbf r^{nc}=i\langle n|\boldsymbol\eta\rangle$. With $\omega_n=(E_n-E_c)/\hbar$, equation~\eqref{eta} gives $\langle n|\mathbf p|c\rangle=im\omega_n\mathbf r^{nc}$: velocity is the rate $i\omega_n$ times displacement. Putting this into \eqref{circular}, where $E_c-E_n=-\hbar\omega_n$, we get
\begin{equation}
L_z=\frac m2\sum_n\omega_n\left(|r_+^{nc}|^2-|r_-^{nc}|^2\right).
\end{equation}
A state above $c$ would have $\omega_n>0$, and its $r_+$ displacement would add positive angular momentum. For the valence states $\omega_n<0$, so the same displacement adds negative angular momentum. The $p_+$ channel wins because all of it is at the nearer level. For a spin-down packet the two channels exchange roles and $L_z$ changes sign, as $\mathbf L=\lambda\boldsymbol\sigma$ requires.

\section{Numbers for InSb}

\textbf{Q.} Does this reach $-50$ with sensible parameters?

\textbf{A.} I take rough values of the size found in InSb: $E_g=0.24$~eV, $D=0.80$~eV and $E_p=23$~eV. They are inputs; the model relates $g$ to them but does not predict them. The contributions to $2L_z/\hbar$ are
\begin{align}
p_+\to\Gamma_8:&\quad-\frac{23}{0.24}=-95.83,\\
p_-\to\Gamma_8:&\quad+\frac{23}{3\times0.24}=+31.94,\\
p_-\to\Gamma_7:&\quad+\frac{2\times23}{3\times1.04}=+14.74 .
\end{align}
Their sum is $-49.15$. Adding the bare spin value 2 gives $g=-47.15$, or about $-47$ at the accuracy of the inputs. With $E_g=0.23$~eV instead, and $D$ and $E_p$ unchanged, $g$ is $-49.8$, so a change of 0.01~eV in the gap alone covers most of the difference from $-50$.

The numerical check diagonalizes the eight-band Hamiltonian in a magnetic field, without the folding in \eqref{fold}, and finds $-47.15$ as $B\to0$. It also evaluates the two-dimensional form of \eqref{Lpacket}, with $k_z=0$, for an explicit Gaussian packet and obtains $L_z=-24.57\hbar$, half of the orbital part of $g$.

\textbf{Q.} Twenty-five $\hbar$ from s and p orbitals is hard to accept.

\textbf{A.} It would be impossible inside one atom. Here the scale is set by the interband length
\begin{equation}
d=\frac{\hbar p_0}{mE_g}=3.90\ \text{nm}.
\end{equation}
For the $p_+$ channel $|r_+^{nc}|^2=2d^2$ and $\omega_n=-E_g/\hbar$, so it contributes $-mE_gd^2/\hbar=-\hbar E_p/2E_g=-47.9\hbar$. The $p_-$ channel returns $23.3\hbar$. The length $d$ is not the radius of a ring, since the flow follows the flanks of the packet. It measures how fast the Bloch function changes with $\mathbf k$, and the packet must be much wider than $d$ for our first-order treatment. The packet in the numerical check has an rms width of 390~nm.

In magnetic terms, the spin-up state has an orbital moment of $+24.6\mu_B$ and a spin moment of $-1\mu_B$. The total, $+23.6\mu_B$, points along the field, which is why spin-up is the lower state. Using the low-field $g$, the splitting at 1~T is 2.73~meV; the bare spin alone would give 0.116~meV.

\textbf{Q.} InSb also has a very light electron. Is that the same effect?

\textbf{A.} It has the same source, but the channels combine differently. The anticommutator part left over from the folding adds $T_{xx}\pi^2/m^2$ to $\pi^2/2m$, so $m/m^*=1+2T_{xx}/m$. Since $p_x=(p_++p_-)/2$, and the two channels reach states of different $m_j$, their strengths add with a factor $\frac14$:
\begin{equation}
T_{xx}=\frac{mE_p}{4}\left[\frac1{E_g}+\frac1{3E_g}+\frac{2}{3(E_g+D)}\right]
=\frac{mE_p}{6}\left[\frac2{E_g}+\frac1{E_g+D}\right].
\end{equation}
Hence
\begin{equation}
\frac{m}{m^*}=1+\frac{E_p}{3}\left[\frac2{E_g}+\frac1{E_g+D}\right],
\end{equation}
which is 72.3 here, or $m^*=0.0138m$. The mass contains the sum of the two channels and needs no spin-orbit coupling. The orbital moment contains their difference and vanishes without it.

\section{Where the explanation can be tested, and where it ends}

\textbf{Q.} What would convince me that the gap and the spin-orbit splitting are both essential?

\textbf{A.} Change one at a time, keeping the other inputs. For $D=0$ the channels cancel and $g=2$, even though $E_p/E_g$ is still large. For $D=-0.10$~eV, a model in which $\Gamma_7$ lies above $\Gamma_8$, the $p_-$ channel has the nearer level and $g=+47.6$. With $D=0.80$~eV but $E_g=1.5$~eV, $g$ is only $-1.56$. The Landau-level calculation confirms all three values.

Equation~\eqref{roth} shows the trends. For $D\ll E_g$ the orbital part is $-2E_pD/3E_g^2$, linear in the spin-orbit splitting. For $D\gg E_g$ it saturates at $-2E_p/3E_g$, because the part of the $p_-$ channel at $\Gamma_7$ has become ineffective while the third at $\Gamma_8$ remains.

\textbf{Q.} When should I stop trusting the formula in my data?

\textbf{A.} First, when the field is not small. At 1~T the eight-band calculation gives $g=-45.45$, about 4\,\% smaller in magnitude than its zero-field value. One reason can be read from \eqref{fold}: the actual denominator is $E-E_n$, and a Landau level lies above the band edge. Raising $E$ enlarges both denominators and reduces the difference $1/E_g-1/(E_g+D)$ that drives the moment. For the same reason, electrons well above the band edge, as in a heavily doped sample, should not be assigned the band-edge value.

Second, the neglected bands add their own terms to $T_{ij}$. In a narrow-gap material the $1/E_g$ terms are large and these corrections matter less in proportion; in the wide-gap case above, where the orbital part is just $-3.56$, a correction of a few tenths would already be noticeable. Third, a value of $E_p$ fitted to a measured mass carries the errors of that fit into $g$, since the orbital part is proportional to $E_p$.

\section*{Calculated quantities}
\begin{verbatim}
Input gap Eg (rough InSb size): 0.24 eV
Input spin-orbit splitting D (rough): 0.80 eV
Input Kane energy Ep (rough): 23.0 eV
p_plus to Gamma8: strength/(m Ep) = 1.0000, contribution to g = -95.83
p_plus to Gamma7: strength/(m Ep) = 0.0000, contribution to g = -0.00
p_minus to Gamma8: strength/(m Ep) = 0.3333, contribution to g = 31.94
p_minus to Gamma7: strength/(m Ep) = 0.6667, contribution to g = 14.74
Orbital part of g, sum of channels: -49.15
g from Roth formula: -47.15
g from Landau levels, B to 0: -47.15
g from Landau levels at 1 T: -45.45
L_z of spin-up state, projector derivatives: -24.573 hbar
L_z of explicit Gaussian packet: -24.570 hbar
Packet rms width along x, envelope: 390 nm
Orbital moment of spin-up state: 24.57 muB
Total moment of spin-up state: 23.57 muB
Interband length hbar p0/(m Eg): 3.90 nm
m/m* from band curvature: 72.26
m*/m from band curvature: 0.0138
Spin splitting |g| muB B at 1 T, low-field g: 2.729 meV
Bare-spin splitting 2 muB B at 1 T: 0.116 meV
g for D = 0, same Eg and Ep: 2.00
g for D = -0.10 eV, same Eg and Ep: 47.63
g for Eg = 0.23 eV, same D and Ep: -49.78
g for Eg = 1.5 eV, same D and Ep: -1.56
\end{verbatim}
